# Flow conductances of a finely striated polishing pad: two derivations

## Definitions and conventions

A smooth, flat wafer faces a rigid pad whose surface carries parallel striations. The coordinate $y$ runs along the striations, $x$ across them, and $z$ from the pad to the wafer. A liquid of viscosity $\mu$ fills the gap $h>0$. The description is made in the frame of the pad, where the wafer slides with velocity $\mathbf V=(V_x,V_y)$.

Three lengths matter: the gap $h$, the striation period $\lambda$, and the length $L$ over which the mean gap and the mean pressure vary. The regime is

$$h\ll\lambda\ll L .$$

The first inequality permits Reynolds' thin-film description. The second is the meaning of "finely striated". The liquid is Newtonian and incompressible, it does not slip on the walls, and its inertia is neglected.

Let $\mathbf q$ be the volume flow per unit width, that is, the liquid velocity integrated over $z$. A conductance is the flow per unit width divided by the pressure fall per unit length. Angle brackets denote the average over one striation period. The result to be derived is

$$K_\parallel=\frac{\langle h^3\rangle}{12\mu},\qquad
K_\perp=\frac{1}{12\mu\,\langle h^{-3}\rangle}. \tag{1}$$

Flow along the striations averages the cubed gap. Flow across them averages the reciprocal of the cubed gap, and that average is then inverted.

## The local law

Because the gap varies slowly on the scale of its own thickness, the pressure is uniform through the film and derivatives along the film are small beside those in $z$. The momentum balance is $\mu\,\partial_z^2\mathbf u=\nabla p$, with $\nabla=(\partial_x,\partial_y)$. With $z$ measured from the local pad surface, $\mathbf u(0)=0$ and $\mathbf u(h)=\mathbf V$. Two integrations give

$$\mathbf u=\frac{\nabla p}{2\mu}\,(z^2-hz)+\mathbf V\frac zh .$$

Since $\int_0^h(z^2-hz)\,dz=h^3/3-h^3/2=-h^3/6$, the flow is

$$\mathbf q=-k\,\nabla p+\tfrac12\mathbf V h,\qquad k=\frac{h^3}{12\mu}. \tag{2}$$

Conservation of volume reads

$$\partial_t h+\nabla\cdot\mathbf q=0. \tag{3}$$

The striations are at rest in the pad frame. The gap is therefore $h=H(x,y,t)+s(x/\lambda)$, where $H$ is slowly varying and $s$ is the periodic pad profile with zero mean. The wafer may approach or tilt, but $\partial_th=\partial_tH$ has no rapid variation.

## First derivation: separation of scales

Write $\xi=x/\lambda$ for the position within a period. A function of both $x$ and $\xi$ has the total derivative $\partial_x+\lambda^{-1}\partial_\xi$. Expand the pressure as

$$p=p_0+\lambda p_1+\lambda^2p_2+\dots,$$

where each term depends on $x,y,t$ and is periodic in $\xi$ with period 1. The terms are collected by powers of $\lambda$.

**The leading pressure has no ripple.** The largest terms in (3), of order $\lambda^{-2}$, are

$$\partial_\xi(k\,\partial_\xi p_0)=0 .$$

Hence $k\,\partial_\xi p_0=c$, with $c$ independent of $\xi$. Dividing by $k$ and integrating over a period gives $0=c\langle1/k\rangle$, because $p_0$ returns to its starting value. As $\langle 1/k\rangle>0$, $c=0$, and $p_0$ depends only on the slow coordinates and time.

**Along the striations, flows add.** At leading order $q_y=-k\,\partial_yp_0+\tfrac12V_yh$. The gradient $\partial_yp_0$ is the same for every strip within a period, so it leaves the average:

$$\langle q_y\rangle=-\langle k\rangle\,\partial_yp_0+\tfrac12V_y\langle h\rangle . \tag{4}$$

**Across the striations, pressure losses add.** The leading flow across is

$$q_x=-k(\partial_xp_0+\partial_\xi p_1)+\tfrac12V_xh . \tag{5}$$

The terms of order $\lambda^{-1}$ in (3) give $\partial_\xi q_x=0$: the same flow must pass every crest and every valley. Divide (5) by $k$ and average. On the left $q_x$ leaves the average; on the right $\langle\partial_\xi p_1\rangle=0$ by periodicity. Thus

$$q_x\left\langle\frac1k\right\rangle=-\partial_xp_0+\frac{V_x}{2}\left\langle\frac hk\right\rangle .$$

With $1/k=12\mu h^{-3}$ and $h/k=12\mu h^{-2}$,

$$q_x=-\frac{\partial_xp_0}{12\mu\langle h^{-3}\rangle}
+\frac{V_x}{2}\,h_d,\qquad
h_d=\frac{\langle h^{-2}\rangle}{\langle h^{-3}\rangle}. \tag{6}$$

The coefficients of the pressure gradients in (4) and (6) are the conductances (1). Sliding adds a drift and leaves the conductances unchanged.

**The large-scale equation.** The terms of order $\lambda^0$ in (3) contain the $\xi$-derivative of the next correction to $q_x$. That correction is periodic, so its derivative averages to zero, leaving

$$\partial_t\langle h\rangle+\partial_x\langle q_x\rangle+\partial_y\langle q_y\rangle=0 . \tag{7}$$

Equations (4), (6) and (7) form the averaged Reynolds equation. The averages may vary slowly with position, since they are taken at fixed $H$.

## Second derivation: two bounds that meet

The second route expands nothing. Take a periodic patch with constant mean gap and no sliding or squeezing, and impose a mean pressure fall $\mathbf G$ per unit length. The local pressure fall is

$$\mathbf g=-\nabla p=\mathbf G-\nabla\phi,$$

with $\phi$ periodic. The flow $\mathbf q=k\mathbf g$ satisfies $\nabla\cdot\mathbf q=0$. The problem is linear, so $\langle\mathbf q\rangle=\mathsf K\mathbf G$ defines a conductance tensor $\mathsf K$. Brackets now average over the patch.

One identity does most of the work. For a periodic function $w$ and a periodic divergence-free flow $\mathbf q$,

$$\langle\mathbf q\cdot\nabla w\rangle
=\langle\nabla\cdot(w\mathbf q)\rangle-\langle w\nabla\cdot\mathbf q\rangle=0. \tag{8}$$

The first term vanishes by periodicity, the second by conservation. For two imposed falls $\mathbf G_1,\mathbf G_2$ it gives

$$\mathbf G_2\cdot\mathsf K\mathbf G_1=\langle\mathbf g_2\cdot\mathbf q_1\rangle=\langle k\,\mathbf g_1\cdot\mathbf g_2\rangle .$$

The right side is symmetric in 1 and 2, so $\mathsf K$ is symmetric. With equal falls it becomes

$$\mathbf G\cdot\mathsf K\mathbf G=\langle k\,|\mathbf g|^2\rangle ,$$

the power dissipated per unit area. It is positive for $\mathbf G\neq0$, since $\mathbf g$ has mean $\mathbf G$ and cannot vanish everywhere. Hence $\mathsf K$ has an inverse.

**Bound from a trial pressure.** Let $\mathbf g'=\mathbf g-\nabla w$ be another pressure fall with the same mean. Then

$$\langle k|\mathbf g'|^2\rangle
=\langle k|\mathbf g|^2\rangle-2\langle\mathbf q\cdot\nabla w\rangle+\langle k|\nabla w|^2\rangle .$$

The middle term is zero by (8) and the last is not negative, so

$$\mathbf G\cdot\mathsf K\mathbf G\le\langle k|\mathbf g'|^2\rangle. \tag{9}$$

**Bound from a trial flow.** Let $\mathbf q'$ be periodic and divergence-free, with the same mean $\mathbf Q$ as $\mathbf q$. Put $\mathbf d=\mathbf q'-\mathbf q$. Then

$$\left\langle\frac{|\mathbf q'|^2}{k}\right\rangle
=\left\langle\frac{|\mathbf q|^2}{k}\right\rangle
+2\langle\mathbf g\cdot\mathbf d\rangle
+\left\langle\frac{|\mathbf d|^2}{k}\right\rangle .$$

Here $\langle\mathbf g\cdot\mathbf d\rangle=\mathbf G\cdot\langle\mathbf d\rangle-\langle\nabla\phi\cdot\mathbf d\rangle=0$: the first part vanishes because the means agree, the second by (8). The first term on the right is $\langle\mathbf g\cdot\mathbf q\rangle=\mathbf G\cdot\mathbf Q=\mathbf Q\cdot\mathsf K^{-1}\mathbf Q$. Therefore

$$\mathbf Q\cdot\mathsf K^{-1}\mathbf Q\le\left\langle\frac{|\mathbf q'|^2}{k}\right\rangle. \tag{10}$$

**Striations.** Now let $k$ depend on $x$ alone. For the $y$ direction use the uniform pressure fall $\mathbf g'=G\hat{\mathbf y}$ in (9), and the flow $\mathbf q'=Q\,(k/\langle k\rangle)\hat{\mathbf y}$ in (10). The latter is divergence-free because $k$ does not vary with $y$, and its mean is $Q\hat{\mathbf y}$. The bounds are

$$K_{yy}\le\langle k\rangle,\qquad
(\mathsf K^{-1})_{yy}\le\frac{\langle k^2/k\rangle}{\langle k\rangle^2}=\frac1{\langle k\rangle}. \tag{11}$$

The product of the two left sides is thus at most 1. But for a symmetric positive $2\times2$ tensor

$$K_{yy}(\mathsf K^{-1})_{yy}=\frac{K_{xx}K_{yy}}{K_{xx}K_{yy}-K_{xy}^2}\ge1 .$$

Both bounds in (11) must therefore be equalities, and $K_{xy}=0$. This proves $K_{yy}=\langle k\rangle=K_\parallel$.

For the $x$ direction the roles are exchanged. Use the uniform flow $\mathbf q'=Q\hat{\mathbf x}$ in (10), and in (9) the pressure fall $\mathbf g'=G\,k^{-1}/\langle k^{-1}\rangle\,\hat{\mathbf x}$. The latter has mean $G\hat{\mathbf x}$ and, depending on $x$ alone, is the gradient of a function. Then

$$(\mathsf K^{-1})_{xx}\le\langle k^{-1}\rangle,\qquad
K_{xx}\le\frac{\langle k\,k^{-2}\rangle}{\langle k^{-1}\rangle^2}=\frac1{\langle k^{-1}\rangle}.$$

The same product argument gives $K_{xx}=1/\langle k^{-1}\rangle=K_\perp$, which completes (1).

## What each derivation assumes

Both routes assume the local law (2), a rigid periodic profile and unbroken striations.

The first also assumes that the pressure has a regular expansion in $\lambda/L$. In return it includes sliding, squeezing and a slowly varying mean gap, and it supplies the large-scale equation and the pressure ripple $\lambda p_1$.

The second needs no expansion and no solution for the pressure, but it treats only pressure-driven flow in a patch of constant mean gap. The condition $\lambda\ll L$ returns when the patch conductance is used in a larger film. Its gain is generality of pattern. The uniform trial fields $\mathbf g'=\mathbf G$ and $\mathbf q'=\mathbf Q$ are allowed for every periodic gap pattern, so each principal conductance obeys

$$\frac1{\langle k^{-1}\rangle}\le K\le\langle k\rangle. \tag{12}$$

For a given distribution of gaps, straight striations reach both limits, one in each direction.

Two numerical solutions show how $\lambda\ll L$ enters. The first is a square film with zero pressure on its edges, uniform squeezing and cosine striations of half the mean gap in amplitude. The gap is widest at the two edges parallel to the striations. The mean pressure differs from the averaged theory by 15 % with 2 striations and by 0.5 % with 16. The placing at the edges matters: with 16.5 periods and the mean gap at both edges, the difference is 3 to 4 %. The second case is a wedge between a tapered striated wall at rest and a flat wall that slides across the striations towards the narrow end, so that the gap is steady. The mean gap falls from 2 to 1 in arbitrary units and the striation amplitude is 0.5. With the widest gap of a period at each end, the load differs by 0.57 % with 20 striations and by 0.04 % with 80. This placing is favourable. If the pattern is shifted by a quarter period, the differences grow to between 6 and 7 % with 20 striations and about 1.7 % with 80, and they fall only in proportion to $\lambda/L$. All differences are relative to the averaged result.

## Oblique flow and cosine striations

If $\mathbf n$ is the unit normal to the striations in the plane of the film, the tensor in any axes is

$$\mathsf K=K_\parallel(\mathsf 1-\mathbf n\mathbf n)+K_\perp\mathbf n\mathbf n .$$

Let the pressure fall make an angle $\alpha$ with the striations, and the flow it drives an angle $\beta$. Taking the ratio of components gives

$$\tan\beta=\frac{K_\perp}{K_\parallel}\tan\alpha . \tag{13}$$

The functions $h^3$ and $h^{-3}$ are both convex for $h>0$, so $\langle h^3\rangle\ge\langle h\rangle^3$ and $\langle h^{-3}\rangle\ge\langle h\rangle^{-3}$. At fixed mean gap, striations thus raise $K_\parallel$, lower $K_\perp$, and turn oblique flow towards themselves.

Take $h=h_0(1+a\cos\theta)$ with $\theta=2\pi\xi$ and $0\le a<1$. Since $\langle\cos\theta\rangle=\langle\cos^3\theta\rangle=0$ and $\langle\cos^2\theta\rangle=\tfrac12$,

$$\langle h^3\rangle=h_0^3\left(1+\tfrac32a^2\right).$$

For the inverse powers start from $I(b)=\langle(b+a\cos\theta)^{-1}\rangle$ with $b>a$. The substitution $t=\tan(\theta/2)$ gives

$$I(b)=\frac1\pi\int_0^\infty\frac{2\,dt}{(b+a)+(b-a)t^2}=(b^2-a^2)^{-1/2}.$$

Differentiation with respect to $b$ raises the inverse power:

$$\langle(b+a\cos\theta)^{-2}\rangle=-I'=b\,(b^2-a^2)^{-3/2},$$

$$\langle(b+a\cos\theta)^{-3}\rangle=\tfrac12I''=\tfrac12(2b^2+a^2)(b^2-a^2)^{-5/2}.$$

Setting $b=1$ and restoring $h_0$,

$$\frac1{\langle h^{-3}\rangle}=h_0^3\frac{(1-a^2)^{5/2}}{1+a^2/2},\qquad
h_d=h_0\frac{1-a^2}{1+a^2/2}. \tag{14}$$

For shallow striations the factors multiplying the smooth-gap conductance are $1+\tfrac32a^2$ along and $1-3a^2$ across, to order $a^2$. The loss across is twice the gain along. As $a\to1$ the crests approach the wafer: $K_\perp$ tends to zero, while $K_\parallel$ tends to $\tfrac52$ of the smooth value.

A second profile separates the roles of crest and valley. Let a fraction $f$ of the width have gap $h_1$ and the rest a larger gap $h_2$, each plateau being much wider than its gap. Then

$$K_\parallel=\frac{fh_1^3+(1-f)h_2^3}{12\mu},\qquad
K_\perp=\frac1{12\mu}\left[\frac f{h_1^3}+\frac{1-f}{h_2^3}\right]^{-1}.$$

For $h_2\gg h_1$, with $f$ fixed between 0 and 1, $K_\perp\to h_1^3/(12\mu f)$. Deepening the valleys further hardly helps flow across, because the crests hold nearly all the resistance, whereas flow along grows as $h_2^3$.

## Worked example: slurry under a wafer

Take $h_0=10$ µm, striation amplitude 5 µm, $\lambda=500$ µm, $\mu=1$ mPa s, sliding speed 0.5 m/s, and a pressure fall of 20 kPa over 150 mm, or 0.1333 Pa/µm. Then $a=0.5$, and

$$\langle h^3\rangle=1000\times1.375=1375\ \text{µm}^3,$$

$$\frac1{\langle h^{-3}\rangle}=1000\times\frac{0.75^{5/2}}{1.125}=433\ \text{µm}^3 .$$

Dividing by $12\mu=0.012$ Pa s gives

$$K_\parallel=1.15\times10^5,\qquad K_\perp=3.61\times10^4\ \text{µm}^3/(\text{Pa s}).$$

A smooth 10 µm gap would have $8.33\times10^4$ in the same unit. The striated pad therefore acts like a smooth gap of 11.1 µm for flow along and 7.6 µm for flow across. The conductances differ by a factor of 3.2 although the mean gap is the same. If the pressure falls at 45° to the striations, (13) gives $\tan\beta=1/3.175$, and the flow turns by 27.5° towards them.

The given pressure fall drives $1.53\times10^4$ µm²/s along the striations, or $4.8\times10^3$ µm²/s across them. Sliding along them drags $V\langle h\rangle/2=2.5\times10^6$ µm²/s. Sliding across them drags $Vh_d/2$ with $h_d=6.67$ µm, or $1.67\times10^6$ µm²/s. These flows are relative to the pad. Here drag dominates transport, while the conductances govern how pressure responds when drag and squeezing do not balance.

## Neglected effects and the real process

The local law neglects derivatives along the film, an error of relative order $(h/\lambda)^2$. Solutions of the full Stokes equations for the example lower $K_\parallel$ by 0.17 % and $K_\perp$ by 0.105 %, relative to (1). At twice the pitch, with the gap profile otherwise unchanged, the reductions are 0.04 % and 0.03 %, in keeping with that order.

For a density of 1000 kg/m³, inertia in sliding across the striations is measured by $\rho Vh_0^2/(\mu\lambda)=0.10$. This is a ratio of forces. To first order in it, inertia adds a periodic pressure of about 24 Pa, under 2 % of the ripple found below, and no mean pressure gradient. Much faster sliding or a thicker film would strain the theory.

Sliding across also makes a pressure ripple. Setting $\partial_xp_0=0$ in (5) and (6) gives its local gradient, $6\mu V_x(h^{-2}-h_dh^{-3})$. Integrated over the profile, the ripple departs from its mean by at most 1.5 kPa. For a pad modulus of 30 MPa, the estimate (pressure/modulus) × $\lambda/2\pi$ gives a deflection of 0.004 µm, or 0.08 % of the smallest gap. It omits an elastic factor. On an elastic half-space with Poisson ratio $\nu$ that factor is $2(1-\nu^2)$, between 1.5 and 2, for a pure sinusoid. For this ripple, whose higher harmonics deflect the pad less, it lies between 1.3 and 1.7. The deflection becomes 0.005 to 0.007 µm, which does not change the conclusion. Slower deflection under the mean pressure belongs in $H$ and must be found together with $p_0$.

The values are rough ones for chemical mechanical polishing with a water-based slurry and a polyurethane pad. The striations stand for shallow surface texture, not for the machined grooves of many pads. Such grooves are typically hundreds of micrometres deep and of comparable width, so $h\ll\lambda$ fails in them. In a rectangular channel 250 µm wide and 400 µm deep, for example, the cubic law overstates the flow along about fourfold. A pressure fall of 20 kPa is on the high side, being comparable with a whole polishing load, but $K_\parallel$ and $K_\perp$ do not depend on it. Slurry particles of 0.1 µm are 2 % of the smallest gap, so treating the slurry as a continuum is reasonable here. The regular, unbroken striation is the larger idealization. If the amplitude varies by ±30 % along the striations, in step for all of them and with a period of five pitches, the computed $K_\perp$ rises by 1.5 % and $K_\parallel$ falls by about 0.15 %, relative to uniform striations. These signs belong to $a=0.5$: at $a=0.3$ the changes of $K_\perp$ and $K_\parallel$ are $-0.7$ % and $+0.2$ %, and at $a=0.6$ they are $+7.9$ % and $-0.6$ %. If it varies by the same amount and with the same period from one striation to the next instead, $K_\parallel$ rises by 1.2 % and $K_\perp$ falls by 14 to 15 %. The fall is the larger change because the higher crests add more resistance to flow across than the lower ones remove. Real pads also have pores, and in ordinary polishing their asperities touch the wafer and carry much of the load, so the unbroken film treated here is a limiting case of the process. Neither effect is sized here. Where contact closes the gap, $\langle h^{-3}\rangle$ diverges and the lower bound in (12) falls to zero; the conductance across then depends on how the contacts are connected, which gap averages alone cannot tell. The remaining figures are in the numerical output.

## Computed values

```
INPUTS (rough typical values)
mean gap: 10.0 um; striation amplitude: 5.0 um
relative amplitude a: 0.50; pitch: 500 um
viscosity: 1.0 mPa s; sliding speed: 0.5 m/s
pressure drop: 20 kPa over 150 mm
pressure gradient: 0.1333 Pa/um
RESULTS
<h^3>: 1375.0 um^3; 1/<h^-3>: 433.0 um^3
smooth-gap conductance: 8.3333e+04 um^3/(Pa s)
conductance along: 1.1458e+05 um^3/(Pa s)
conductance across: 3.6084e+04 um^3/(Pa s)
ratio along/smooth: 1.3750
ratio across/smooth: 0.4330
ratio along/across: 3.175
equivalent smooth gap along: 11.120 um
equivalent smooth gap across: 7.565 um
pressure-driven flow along: 1.5278e+04 um^2/s
pressure-driven flow across: 4.8113e+03 um^2/s
drag gap <h^-2>/<h^-3> across: 6.667 um
drag flow, sliding along: 2.5000e+06 um^2/s
drag flow, sliding across: 1.6667e+06 um^2/s
turn of flow, gradient at 45 deg to striations: 27.52 deg
TESTS
oblique tensor, largest error / K_along: 4.8e-08
square film, 2 striations, mean-pressure error: 14.953 %
square film, 16 striations, mean-pressure error: 0.499 %
sliding wedge, 20 striations, load error: 0.574 %
sliding wedge, 80 striations, load error: 0.036 %
NEGLECTED EFFECTS
full Stokes change, along: -0.170 %
full Stokes change, across: -0.105 %
same at doubled pitch, along: -0.043 %
same at doubled pitch, across: -0.026 %
reduced Reynolds number (sliding across): 0.100
peak pressure ripple (sliding across): 1.48 kPa
pad modulus: 30 MPa
pad deflection estimate: 0.0039 um
deflection / smallest gap: 0.08 %
particle diameter: 0.1 um; smallest gap: 5.0 um
particle / smallest gap: 2.0 %
uneven striations: amplitude varies by 30 % over 5 pitches
  change of conductance along: -0.15 %
  change of conductance across: 1.49 %
```
